Residual step height left by a polishing slurry with a threshold pressure

A film of one material has raised areas and recessed areas, separated by a step of height h. The raised areas cover a fraction ρ of the surface, with 0 < ρ < 1, and their side walls are steep, so ρ stays fixed as the film is polished. A compliant pad presses on the film with mean pressure P₀, the load divided by the whole area. Pressures and removal rates are uniform within each level.

The pressure is P_u on the raised areas and P_d on the recessed ones. As long as the pad touches both levels, the pressure difference is taken as linear in the step,

P_u − P_d = k h,

where k is a constant pad stiffness, in pressure per length. A bed of equal, independent linear springs on a rigid backing behaves in this way: springs over the raised areas are compressed by an extra length h. A spring can push on the film but cannot pull.

The slurry removes film at the rate

R(P) = a (P − P_t) for P > P_t, and R(P) = 0 for P ≤ P_t.

Here P_t is the threshold pressure and a is the slope of the rate above it. The sliding speed is held fixed and is contained in a. The initial step is h₀.

**(a) Find the two pressures as functions of h. Up to what step height does the pad touch both levels?**

The two levels together carry the whole load:

ρ P_u + (1 − ρ) P_d = P₀.

Substituting P_d = P_u − k h gives

ρ P_u + (1 − ρ) P_u − (1 − ρ) k h = P₀.

The first two terms add up to P_u, so

P_u = P₀ + (1 − ρ) k h.

Subtracting k h gives the other pressure:

P_d = P₀ + (1 − ρ) k h − k h = P₀ − ρ k h.

The step moves load from the recessed areas to the raised ones without changing the mean. When the raised fraction is small, the pressure gained there is large, because few raised areas collect the load given up by many recessed ones.

The pad cannot pull, so full contact requires P_d ≥ 0, that is

h ≤ h_c = P₀/(ρ k).

Above h_c the raised areas carry everything, and P_u = P₀/ρ whatever the step height.

**(b) Let P₀ < P_t and let the pad start in full contact. Find h(t) and the step that remains after long polishing.**

Let z_u and z_d be the heights of the two levels, measured upward, so that h = z_u − z_d. Polishing lowers each height at its own removal rate:

dh/dt = −R(P_u) + R(P_d).

From part (a), P_d ≤ P₀, and here P₀ < P_t. The recessed areas are therefore below threshold throughout, and R(P_d) = 0. The raised areas are polished while P_u > P_t, which means

P₀ + (1 − ρ) k h > P_t.

Solving for h, this is h > h_r, with

h_r = (P_t − P₀) / [(1 − ρ) k].

For h > h_r the rate equation is

dh/dt = −a [P₀ + (1 − ρ) k h − P_t].

By the definition of h_r, P_t − P₀ = (1 − ρ) k h_r. Inserting this,

dh/dt = −a (1 − ρ) k (h − h_r).

The excess x = h − h_r thus obeys dx/dt = −x/τ, with

τ = 1/[a (1 − ρ) k].

Its solution is x = x₀ exp(−t/τ), so for h₀ > h_r

h(t) = h_r + (h₀ − h_r) exp(−t/τ).

The step shrinks from its starting value, so a pad that starts in full contact stays in full contact. After long polishing the remaining step is h_r. If instead h₀ ≤ h_r, then P_u ≤ P_t from the start, nothing is removed, and the step stays at h₀.

The residual step is the height at which the extra pressure on the raised areas just makes up the shortfall of the mean pressure below threshold. The slope a is absent from h_r: it sets how fast the end is reached, not where it lies.

The approach is asymptotic, so a polishing time needs a stated margin d. Setting (h₀ − h_r) exp(−t/τ) = d gives

t_d = τ ln[(h₀ − h_r)/d].

In the end the raised areas have lost a thickness h₀ − h_r, and the recessed areas have lost nothing.

**(c) For which mean pressures can a step that starts in full contact be reduced to h_r? What happens to a step that starts too tall for full contact?**

A start in full contact has h₀ ≤ h_c, and polishing requires h₀ > h_r. Both are possible when h_r < h_c. The difference is

h_r − h_c = (P_t − P₀)/[(1 − ρ) k] − P₀/(ρ k).

Over the common denominator ρ(1 − ρ)k the numerator becomes

ρ P_t − ρ P₀ − (1 − ρ) P₀ = ρ P_t − P₀,

and therefore

h_r − h_c = (ρ P_t − P₀)/[ρ (1 − ρ) k].

This is negative when P₀ > ρ P_t. With P₀ < P_t from part (b), the range of mean pressure that leaves the residual step h_r is

ρ P_t < P₀ < P_t.

The lower limit has a direct meaning. The largest pressure the raised areas can receive is P₀/ρ, reached when they carry the whole load. If P₀ ≤ ρ P_t, even that does not exceed the threshold, and no step of any height is polished.

Suppose now that P₀ lies in the range but h₀ > h_c. At first P_u = P₀/ρ, and the step falls at the constant rate a(P₀/ρ − P_t). It reaches h_c after a finite time, full contact begins, and the solution of part (b) takes over with h_c as its starting height. The residual step is again h_r. Full contact is thus needed near the end of polishing, not at its start.

Two limits show how the pattern matters. For ρ → 0 at fixed k, h_r tends to (P_t − P₀)/k, its smallest value for the given pressures. As ρ grows, h_r grows, because the few recessed areas have little load to give up. For the linear pad it cannot grow without bound: at ρ = P₀/P_t it meets h_c, and for denser patterns polishing does not start.

**(d) Does h_r depend on the rate being linear above threshold?**

Keep R = 0 up to P_t, but let R be any positive, continuous function above it, possibly with a jump at P_t. Let P₀ lie in the range of part (c), with a start in full contact and h₀ > h_r.

The recessed areas are still below threshold. Choose any small margin d > 0. While h lies between h_r + d and h₀, the pressure P_u lies in a closed interval entirely above P_t. A positive continuous function has a positive minimum on such an interval, so the step falls at least at that minimum rate and passes h_r + d in a finite time. At h = h_r, P_u = P_t and removal stops. Since d was arbitrary, the final step is h_r for every such law.

The time needed does change. For R = b(P − P_t)², the excess x = h − h_r obeys

dx/dt = −b (1 − ρ)² k² x².

Dividing by −x² gives d(1/x)/dt = b(1 − ρ)²k², so at late times x ≈ 1/[b(1 − ρ)²k² t], a much slower approach than an exponential. For a rate that jumps at P_t to a constant value R_s, the end is reached in the finite time (h₀ − h_r)/R_s.

**(e) What remains if P₀ ≥ P_t? Return to the linear law, and start in full contact.**

Take P₀ > P_t first. Now P_u > P_t for every h ≥ 0, so the raised areas are polished without a stop. The recessed areas are polished when P₀ − ρ k h > P_t, that is, when h falls below

h_b = (P₀ − P_t)/(ρ k).

While h > h_b, only the raised areas lose film:

dh/dt = −a [P₀ − P_t + (1 − ρ) k h].

With g = (P₀ − P_t)/[(1 − ρ) k] this becomes dh/dt = −(h + g)/τ. The sum h + g decays exponentially, so

h(t) = −g + (h₀ + g) exp(−t/τ).

If h₀ > h_b, the step reaches h_b at

t_b = τ ln[(h₀ + g)/(h_b + g)].

Below h_b both levels are polished, and the threshold cancels from the difference of their rates:

dh/dt = −a (P_u − P_t) + a (P_d − P_t) = −a k h.

Hence h = h_b exp[−a k (t − t_b)], which tends to zero. If h₀ ≤ h_b, this second stage starts at once, and here and in the loss below t_b = 0 and h₀ takes the place of h_b. At P₀ = P_t both g and h_b vanish, and the first stage alone takes the step to zero as h₀ exp(−t/τ). Under the linear law, then, a threshold leaves a permanent step if the mean pressure lies below it, and none otherwise.

The vanishing step has a price: during the second stage the recessed film is consumed. Its rate of loss is a(P₀ − P_t − ρ k h). To integrate it from t_b to t, use a k h dt = −dh in the last term. The recessed loss is

L_d = a (P₀ − P_t)(t − t_b) − ρ [h_b − h(t)].

The first term keeps growing, so extra polishing time costs film at the rate a(P₀ − P_t) even after the step has gone.

Here, unlike in part (d), the form of the rate law matters for the end state. If the rate jumps at P_t to a constant value, both levels are polished equally fast once both are above threshold. A step that starts above h_b then stalls at h_b. Removal to zero requires the raised areas to be polished faster than the recessed ones at every remaining step, as the linear law ensures.

**(f) Evaluate the results for P₀ = 20 kPa, P_t = 22 kPa, ρ = 0.60, k = 0.050 kPa/nm, a = 30 nm/(min kPa) and h₀ = 500 nm. Compare with P₀ = 24 kPa, all else held fixed.**

The contact limit is

h_c = 20/(0.60 × 0.050) = 667 nm,

so the pad starts in full contact. To polish at all, the mean pressure must exceed 0.60 × 22 = 13.2 kPa, and 20 kPa lies inside the range of part (c). The initial pressures are

P_u = 20 + 0.40 × 0.050 × 500 = 30 kPa,
P_d = 20 − 0.60 × 0.050 × 500 = 5 kPa.

The raised areas start at a removal rate of 30 × (30 − 22) = 240 nm/min. The residual step is

h_r = (22 − 20)/(0.40 × 0.050) = 100 nm, or 0.1 μm.

There P_u = 22 kPa, equal to the threshold, and P_d = 20 − 0.60 × 0.050 × 100 = 17 kPa. The raised areas have lost 400 nm.

The time constant is τ = 1/(30 × 0.40 × 0.050) = 1.67 min, and the step comes within 10 nm of its end value after 1.667 × ln(400/10) = 6.15 min.

The same case was solved numerically for the spring bed, finding the backing position from the load balance at each instant and advancing both surface heights in time. After 1 min this gives 319.5 nm, and the formula gives 100 + 400 exp(−0.6) = 319.5 nm. After 5 min the step is 119.9 nm, after 20 min 100.0 nm.

Two other rate laws test part (d). With R = b(P − P_t)² and b = 30 nm/(min kPa²), the numerical step is still 0.01 nm above h_r after 10,000 min. The late-time formula gives 1/(30 × 0.40² × 0.050² × 10,000) = 0.008 nm. With a constant 100 nm/min above threshold, the step is 100.0 nm after 8 min; the predicted arrival time is 400/100 = 4 min.

At 24 kPa the mean pressure exceeds the threshold by 2 kPa. Then g = 2/(0.40 × 0.050) = 100 nm and h_b = 2/(0.60 × 0.050) = 66.7 nm. The recessed areas begin to polish at

t_b = 1.667 × ln(600/166.7) = 2.135 min.

After 5 min the step is down to 0.9 nm, against 120 nm at 20 kPa after the same time. But the recessed areas have lost

L_d ≈ 60 × 2.865 − 0.60 × (66.7 − 0.9) ≈ 132 nm,

where they lost nothing at 20 kPa. With the constant rate of 100 nm/min above threshold, the numerical step at 24 kPa stalls at 66.6 nm, in agreement with h_b to within the time step of the calculation. The numerical output lists these values.

**(g) How far do errors in the settings and the neglected effects move the 100 nm residual?**

*Load.* Differentiating h_r at fixed P_t, ρ and k gives

dh_r/dP₀ = −1/[(1 − ρ) k] = −50 nm/kPa.

A load 2% low, or 0.4 kPa, raises the residual to 120 nm; a load 2% high lowers it to 80 nm. The relative change is ten times that of the load, since

(P₀/h_r) dh_r/dP₀ = −P₀/(P_t − P₀) = −10.

The residual rests on a small difference between two larger pressures. Moving P₀ closer to P_t makes the step smaller but its relative error larger. For the linear pad the absolute error per kPa stays the same.

*Pattern and pad stiffness.* Raising ρ to 0.65 gives 2/(0.35 × 0.050) = 114 nm. If a warm pad is 20% softer, an assumed figure, k = 0.040 kPa/nm and h_r = 125 nm. A softer pad needs a taller step to produce the same pressure difference.

*Removal below threshold.* Suppose a weak removal εaP acts at all pressures in addition to the threshold law, with ε = 0.02. Once h < h_r, it alone remains, and

dh/dt = −ε a (P_u − P_d) = −ε a k h.

The permanent step becomes a falling plateau with decay time 1/(0.02 × 30 × 0.050) = 33 min. Numerically the step is 91.5 nm after 10 min, 67.8 nm after 20 min and 50.2 nm after 30 min. The recessed film is no longer safe either: at 17 kPa it is removed at 0.02 × 30 × 17 ≈ 10 nm/min.

*Nonlinear pad surface.* The tips of a rough pad may respond exponentially instead, with pressure proportional to exp(z/s) for a film surface at height z. Then P_d = P_u exp(−h/s), and the load balance reads

P_u [ρ + (1 − ρ) exp(−h/s)] = P₀.

For small h the pressure difference is P₀h/s, so s = P₀/k = 400 nm matches the linear pad. Setting P_u = P_t and solving for h gives

h = −s ln[(P₀/P_t − ρ)/(1 − ρ)] = −400 × ln(0.773) = 103 nm.

The linear assumption costs about 3% in the end height here. Other quantities move more: the time to come within 10 nm of the end rises from 6.15 to 6.9 min, and at fixed s the load sensitivity is −s/(P₀ − ρP_t) = −59 nm/kPa instead of −50. To see what sets this error, write y = h_r/s, where h_r is the linear result, so that P_t/P₀ = 1 + (1 − ρ)y. To second order in y the argument of the logarithm is 1 − y + (1 − ρ)y², which gives h/s ≈ y + (ρ − ½)y². The relative change is therefore about (ρ − ½)h_r/s = 0.10 × 0.25 = 2.5%. It is small partly because h_r is well below s, and partly because ρ is close to one half; denser patterns show a much larger error. The logarithmic formula gives 242 nm against the linear 200 nm at ρ = 0.80, and 373 nm against 267 nm at ρ = 0.85. As ρ approaches P₀/P_t the argument of the logarithm goes to zero and the residual grows without bound, so the bound h_c of part (c) belongs to the linear pad only.

*Bending of the bulk pad.* The pad body also yields between raised and recessed areas. Treat it as an elastic half-space with plane-strain modulus E = 300 MPa, and replace the pattern by a sinusoidal pressure p cos(qx) of pitch λ = 2π/q = 100 μm. Let u be the displacement into the pad. A line load p(s)ds gives the surface slope −2p(s)ds/[πE(x − s)]. Summing over all loads requires the principal value

∫ cos(qs)/(x − s) ds = π sin(qx),

which follows from s = x − t and ∫ sin(qt)/t dt = π over the whole line; the part with cos(qt)/t is odd and vanishes. Thus du/dx = −(2p/E) sin(qx), and integration gives

u = [2p/(E q)] cos(qx) = [pλ/(πE)] cos(qx).

The same factor λ/(πE) links the peak-to-peak values. The final pressure difference of 5 kPa gives

5×10³ Pa × 10⁻⁴ m/(π × 3×10⁸ Pa) = 0.53 nm.

This part of the step is taken up by the pad body and adds to the residual. Since the real pattern is not sinusoidal, the value is an estimate of the size only. It is negligible for this stiff pad body, but it varies as 1/E, so a soft pad with E = 10 MPa would give about 16 nm. It also grows in proportion to the pitch as long as the pitch stays below the pad thickness. For patterns much wider than the pad thickness the half-space no longer describes the pad, and this proportionality is lost.

*The real case.* The parameters are rough choices in the regime of oxide polishing with ceria slurries whose additives suppress removal at low pressure. Pressures of tens of kPa and rates of hundreds of nm/min are ordinary there. The stiffness k is uncertain, since it depends on the pad's surface texture and conditioning, and h_r varies as 1/k. At k = 0.010 kPa/nm, for example, h_r would be 500 nm, and with no removal below threshold the step of part (f) would not be polished at all. A residual of 100 nm is large for a finished surface; it follows from the chosen 2 kPa shortfall, the pad stiffness and the dense pattern. The model also assumes that the threshold acts on the nominal pressure of each level as it would on a flat film. For elastic tips with exponentially distributed heights, a higher nominal pressure adds contacts but leaves the mean real contact pressure unchanged, so this assumption does not follow from the pad mechanics and needs an experimental test. Real slurries also need not have a rate of strictly zero below threshold. With the assumed 2% leak, the step lies within 10% of h_r only from about 5.3 to 10.6 min, by which times the recessed film has lost about 43 and 97 nm, and after 30 min of polishing the step is only half of h_r. For such a slurry h_r is a useful estimate only for polishing times of several τ, long enough for the step to come down, yet well below the leak's decay time, provided that load, threshold, pattern density and pad stiffness are known and controlled closely enough. The threshold matters as much as the load: an error in P_t shifts h_r by the same 50 nm/kPa, with the opposite sign.

Numbers as computed

```
mean pressure P0: 20.0 kPa
threshold pressure: 22.0 kPa
raised area fraction: 0.60
pad stiffness k: 0.050 kPa/nm
rate slope a: 30.0 nm/(min kPa)
initial step: 500.0 nm
full-contact limit of step: 666.7 nm
lowest mean pressure that can polish: 13.2 kPa
initial pressure, raised: 30.00 kPa
initial pressure, recessed: 5.00 kPa
initial removal rate, raised: 240.0 nm/min
residual step: 100.0 nm
final pressure, raised: 22.00 kPa
final pressure, recessed: 17.00 kPa
film removed from raised areas: 400.0 nm
time constant: 1.667 min
time to within 10 nm of residual: 6.15 min
marched step at 0 min: 500.00 nm
marched step at 1 min: 319.52 nm
marched step at 2 min: 220.48 nm
marched step at 5 min: 119.91 nm
marched step at 10 min: 100.99 nm
marched step at 20 min: 100.00 nm
square-law rate, step after 10000 min: 100.01 nm
jump-law rate, step after 8 min: 100.0 nm
comparison mean pressure: 24.0 kPa
  step where recessed areas start to polish: 66.7 nm
  time when they start: 2.13 min
  step after 5 min: 0.91 nm
  recessed film lost after 5 min: 132.5 nm
  stalled step for saturated rate: 66.6 nm
sensitivity of residual to P0: -50.0 nm/kPa
residual, load 2% low: 120.0 nm
residual, load 2% high: 80.0 nm
residual, area fraction 0.05 higher: 114.3 nm
residual, pad 20% softer: 125.0 nm
leak slope below threshold, fraction of a: 0.02
  decay time of plateau with leak: 33.3 min
  step with leak at 10 min: 91.5 nm
  step with leak at 20 min: 67.8 nm
  step with leak at 30 min: 50.2 nm
asperity decay height, exponential pad: 400.0 nm
residual, exponential pad: 103.1 nm
bulk pad plane-strain modulus: 300 MPa
pattern pitch: 100 um
added residual from bulk pad bending: 0.53 nm
```
